# How far a PeV photon travels through the 2.7 K background: test program

```python
# Result under test: a photon of energy E in a Planck gas at temperature T has
#   1/mfp = (2 r_e^2/pi) (kT/(hbar c))^3 F(a),   a = m^2/(E kT),
#   F(a) = integral over ln s, s > 1, of g(s) M(a s),  M(x) = -x^2 ln(1-exp(-x)),
# and mfp has a single minimum, of order 10 kpc near 2 PeV for T = 2.7 K.
# m: electron rest energy; s = E eps (1-mu)/(2 m^2), eps: thermal photon energy,
# mu: cosine between photon directions; g = sigma/(pi r_e^2), sigma: the
# Breit-Wheeler cross section; beta = sqrt(1-1/s): electron speed in the
# centre-of-momentum frame. Energies in eV, lengths in m unless stated.
import numpy as np
import mpmath
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

m = const.m_e * const.c**2 / const.e
r_e = const.physical_constants['classical electron radius'][0]
k_B = const.k / const.e
hbar_c = const.hbar * const.c / const.e
kpc = 1e3 * const.parsec
PeV = 1e15
T = 2.7
kT = k_B * T


def gauss(n, low, high):
    x, w = np.polynomial.legendre.leggauss(n)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


def g_of_log_s(t):
    b = np.sqrt(-np.expm1(-t))
    lam = t + 2 * np.log1p(b)
    return 0.5 * np.exp(-t) * ((3 - b**4) * lam - 2 * b * (2 - b**2))


def M(x):
    return -x**2 * np.log1p(-np.exp(-x))


def F(a, s_max=np.inf):
    t_max = min(np.log((a + 60) / a), np.log(s_max))
    v, w = gauss(200, 0, np.sqrt(t_max))   # t = v^2 removes the square root
    t = v**2
    return np.sum(w * 2 * v * g_of_log_s(t) * M(a * np.exp(t)))


def mfp(E, temperature=T):
    kt = k_B * temperature
    rate = 2 * r_e**2 / np.pi * (kt / hbar_c)**3 * F(m**2 / (E * kt))
    return 1 / rate


# ---- Tree amplitude from explicit Dirac matrices (m = 1, e = 1) ----
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.kron(pauli[2], np.eye(2))]
gamma += [np.kron(1j * pauli[1], p) for p in pauli]
one4 = np.eye(4)


def slash(v):
    return v[0] * gamma[0] - sum(v[i] * gamma[i] for i in (1, 2, 3))


def spin_sum(beta, cos_th, pol1, pol2):
    En = 1 / np.sqrt(1 - beta**2)
    sin_th = np.sqrt(1 - cos_th**2)
    p = En * np.array([1, beta * sin_th, 0, beta * cos_th])
    q = En * np.array([1, -beta * sin_th, 0, -beta * cos_th])
    k1 = En * np.array([1.0, 0, 0, 1])
    k2 = En * np.array([1.0, 0, 0, -1])
    vertex = np.zeros((4, 4), complex)
    for ka, ea, eb in ((k1, pol1, pol2), (k2, pol2, pol1)):
        r = p - ka
        r2 = r[0]**2 - np.sum(r[1:]**2)
        vertex += slash(ea) @ (slash(r) + one4) @ slash(eb) / (r2 - 1)
    bar = gamma[0] @ vertex.conj().T @ gamma[0]
    return np.trace((slash(p) + one4) @ vertex @ (slash(q) - one4) @ bar).real


e_plus = np.array([0, 1, 1j, 0]) / np.sqrt(2)
e_minus = e_plus.conj()
for b in (0.2, 0.7, 0.95):
    for c in (-0.8, 0.1, 0.6):
        D = 1 - b**2 * c**2
        bs2 = b**2 * (1 - c**2)
        equal_hel = 8 * (1 - b**4) / D**2
        opposite_hel = 8 * bs2 * (2 - bs2) / D**2
        assert np.isclose(spin_sum(b, c, e_plus, e_minus), equal_hel, rtol=1e-9)
        assert np.isclose(spin_sum(b, c, e_minus, e_plus), equal_hel, rtol=1e-9)
        assert np.isclose(spin_sum(b, c, e_plus, e_plus), opposite_hel, rtol=1e-9)
        assert np.isclose(spin_sum(b, c, e_minus, e_minus), opposite_hel, rtol=1e-9)
    cs, ws = gauss(60, -1, 1)
    total = 0.0
    for c, w in zip(cs, ws):
        mean = sum(spin_sum(b, c, x, y) for x in (e_plus, e_minus)
                   for y in (e_plus, e_minus)) / 4
        total += w * b * (1 - b**2) * mean / 8
    assert np.isclose(total, g_of_log_s(-np.log1p(-b**2)), rtol=1e-7)


# ---- Triple quadrature of the collision rate from its definition ----
def direct_mfp(E, temperature):
    kt = k_B * temperature
    y, wy = gauss(90, 0, 1)
    u, wu = gauss(60, 0, 1)
    z, wz = gauss(40, -1, 1)
    e_min = m**2 / E
    eps = e_min + (45 * kt - e_min) * y**2
    w_eps = wy * 2 * y * (45 * kt - e_min)
    density = eps**2 / (np.pi**2 * hbar_c**3 * np.expm1(eps / kt))
    q_min = (2 * e_min / eps)[:, None]
    q = q_min + (2 - q_min) * u**2          # q = 1 - mu
    w_q = wu * 2 * u * (2 - q_min)
    b = np.sqrt(1 - 2 * m**2 / (E * eps[:, None] * q))[:, :, None]
    eta = np.arctanh(b)
    bc = np.tanh(eta * z)                   # beta times emission cosine
    D = 1 - bc**2
    bs2 = b**2 - bc**2
    dc = wz * eta * D / b
    angular = (1 - b**4 + 2 * bs2 - bs2**2) / D**2
    sigma = 2 * np.pi * np.sum(dc * r_e**2 * b * (1 - b**2) / 4 * angular, axis=2)
    return 1 / np.sum(w_eps * density * np.sum(w_q * q / 2 * sigma, axis=1))


for E in (0.3 * PeV, 2 * PeV, 20 * PeV):
    assert np.isclose(direct_mfp(E, T), mfp(E), rtol=1e-6)
assert np.isclose(direct_mfp(2 * PeV, T) / direct_mfp(1 * PeV, 2 * T), 8, rtol=1e-6)

# ---- Limits of F ----
zeta2 = float(mpmath.zeta(2))
zeta2_slope = float(mpmath.zeta(2, derivative=1))


def F_low_energy(a):
    return np.sqrt(np.pi * a) / 2 * np.exp(-a) * (1 + 9 / (4 * a))


def F_high_energy(a):
    return zeta2 * a * (np.log(4 / a) - 1 - np.euler_gamma + zeta2_slope / zeta2)


assert abs(F_low_energy(200.0) / F(200.0) - 1) < 5e-4   # next term is O(1/a^2)
assert abs(F_high_energy(1e-5) / F(1e-5) - 1) < 2e-3    # next term is O(a ln^2 a)

# ---- One peak of g, log-concavity of M, one maximum of F ----
def g_slope(b):
    lam = np.log((1 + b) / (1 - b))
    return 1 + 9 * b**2 - 6 * b**4 - b * lam * (3 + 2 * b**2 - 3 * b**4)


def g_of_beta(b):
    return g_of_log_s(-np.log1p(-b**2))


for b in (0.1, 0.5, 0.9):
    h = 1e-5
    assert abs((g_of_beta(b + h) - g_of_beta(b - h)) / (2 * h) - g_slope(b)) < 1e-6
signs = np.sign(g_slope(np.linspace(0.001, 0.9999, 5000)))
assert np.count_nonzero(np.diff(signs)) == 1
beta_peak = brentq(g_slope, 0.3, 0.95)
s_peak = 1 / (1 - beta_peak**2)
sigma_max = np.pi * r_e**2 * g_of_beta(beta_peak)

log_x = np.linspace(-8, 3, 400)
assert np.all(np.diff(np.log(M(np.exp(log_x))), 2) < 0)

log_a = np.linspace(-7, 3, 401)
F_grid = np.array([F(a) for a in np.exp(log_a)])
assert np.count_nonzero(np.diff(np.sign(np.diff(F_grid)))) == 1
quotient = np.gradient(F_grid, log_a) / M(np.exp(log_a) * s_peak)
assert np.all(np.diff(quotient[1:-1]) < 0)


# ---- The minimum of the mean free path ----
def best_a(s_max=np.inf):
    found = minimize_scalar(lambda w: -F(np.exp(w), s_max), bounds=(-3, 2),
                            method='bounded', options={'xatol': 1e-9})
    return np.exp(found.x)


a_best = best_a()
E_best = m**2 / (a_best * kT)
mfp_best = mfp(E_best)
assert direct_mfp(E_best, T) < direct_mfp(0.9 * E_best, T)
assert direct_mfp(E_best, T) < direct_mfp(1.1 * E_best, T)
assert 1.5 < E_best / PeV < 3 and 3 < mfp_best / kpc < 30

x_v, x_w = gauss(200, 0, 60)
n_quad = np.sum(x_w * x_v**2 / np.expm1(x_v)) / np.pi**2 * (kT / hbar_c)**3
n_gamma = 2 * float(mpmath.zeta(3)) / np.pi**2 * (kT / hbar_c)**3
assert np.isclose(n_quad, n_gamma, rtol=1e-9)
bound = 1 / (n_gamma * sigma_max)
assert bound < mfp_best

x_peak = minimize_scalar(lambda x: -M(x), bounds=(0.5, 4), method='bounded',
                         options={'xatol': 1e-9}).x
E_match = m**2 * s_peak / (x_peak * kT)
E_cut = m**2 / (best_a(4.0) * kT)
assert E_cut < 0.9 * E_best       # the tail of g raises the energy of the minimum
tail_share = 1 - F(a_best, 4.0) / F(a_best)

F_best = F(a_best)
a_upper = brentq(lambda a: F(a) - F_best / 2, a_best, 20)
a_lower = brentq(lambda a: F(a) - F_best / 2, 1e-4, a_best)

print(f"temperature T = {T:.1f} K")
print(f"thermal energy kT = {kT:.4e} eV")
print(f"electron rest energy m = {m:.5e} eV")
print(f"classical electron radius = {r_e:.5e} m")
print(f"kT/(hbar c) = {kT / hbar_c:.2f} 1/m")
print(f"one kiloparsec = {kpc:.4e} m")
print(f"energy scale m^2/kT = {m**2 / kT / PeV:.4f} PeV")
print(f"thermal photon density = {n_gamma:.4e} 1/m^3")
print(f"speed beta at peak of sigma = {beta_peak:.4f}")
print(f"s at peak of sigma = {s_peak:.4f}")
print(f"g at peak = {g_of_beta(beta_peak):.4f}")
print(f"peak cross section = {sigma_max:.4e} m^2")
print(f"lower bound 1/(n sigma_max) = {bound / kpc:.3f} kpc")
print(f"x at peak of M = {x_peak:.4f}")
print(f"energy from matching the two peaks = {E_match / PeV:.3f} PeV")
print(f"a at the minimum = {a_best:.4f}")
print(f"F at the minimum = {F_best:.4f}")
print(f"prefactor (2 r_e^2/pi)(kT/hbar c)^3 = "
      f"{2 * r_e**2 / np.pi * (kT / hbar_c)**3 * kpc:.4f} 1/kpc")
print(f"energy of the minimum = {E_best / PeV:.3f} PeV")
print(f"minimum mean free path = {mfp_best / kpc:.3f} kpc")
print(f"minimum mean free path = {mfp_best:.3e} m")
print(f"same minimum by triple quadrature = {direct_mfp(E_best, T) / kpc:.3f} kpc")
print(f"ratio of lower bound to minimum = {bound / mfp_best:.3f}")
print(f"share of absorption from s > 4 at minimum = {tail_share:.3f}")
print(f"energy of minimum with s > 4 removed = {E_cut / PeV:.3f} PeV")
print(f"mfp below twice minimum from {m**2 / (a_upper * kT) / PeV:.3f} PeV")
print(f"mfp below twice minimum up to {m**2 / (a_lower * kT) / PeV:.3f} PeV")
print(f"survival over 10 kpc at minimum = {np.exp(-10 * kpc / mfp_best):.3f}")
for E in (0.1, 0.2, 0.5, 1, 2, 5, 10, 100):
    print(f"mean free path at {E:g} PeV = {mfp(E * PeV) / kpc:.4g} kpc")
a_01 = m**2 / (0.1 * PeV * kT)
a_100 = m**2 / (100 * PeV * kT)
print(f"a at 0.1 PeV = {a_01:.3f}")
print(f"low-energy formula at 0.1 PeV = "
      f"{mfp(0.1 * PeV) * F(a_01) / F_low_energy(a_01) / kpc:.4g} kpc")
print(f"a at 100 PeV = {a_100:.5f}")
print(f"high-energy formula at 100 PeV = "
      f"{mfp(100 * PeV) * F(a_100) / F_high_energy(a_100) / kpc:.4g} kpc")
print(f"zeta'(2)/zeta(2) = {zeta2_slope / zeta2:.5f}")
print("finished without a failed check")
```

Output:

```
temperature T = 2.7 K
thermal energy kT = 2.3267e-04 eV
electron rest energy m = 5.10999e+05 eV
classical electron radius = 2.81794e-15 m
kT/(hbar c) = 1179.10 1/m
one kiloparsec = 3.0857e+19 m
energy scale m^2/kT = 1.1223 PeV
thermal photon density = 3.9931e+08 1/m^3
speed beta at peak of sigma = 0.7013
s at peak of sigma = 1.9679
g at peak = 0.6817
peak cross section = 1.7006e-29 m^2
lower bound 1/(n sigma_max) = 4.772 kpc
x at peak of M = 1.8303
energy from matching the two peaks = 1.207 PeV
a at the minimum = 0.5036
F at the minimum = 0.5380
prefactor (2 r_e^2/pi)(kT/hbar c)^3 = 0.2557 1/kpc
energy of the minimum = 2.228 PeV
minimum mean free path = 7.269 kpc
minimum mean free path = 2.243e+20 m
same minimum by triple quadrature = 7.269 kpc
ratio of lower bound to minimum = 0.657
share of absorption from s > 4 at minimum = 0.316
energy of minimum with s > 4 removed = 1.376 PeV
mfp below twice minimum from 0.635 PeV
mfp below twice minimum up to 14.845 PeV
survival over 10 kpc at minimum = 0.253
mean free path at 0.1 PeV = 8.658e+04 kpc
mean free path at 0.2 PeV = 421.1 kpc
mean free path at 0.5 PeV = 21.18 kpc
mean free path at 1 PeV = 9.261 kpc
mean free path at 2 PeV = 7.295 kpc
mean free path at 5 PeV = 8.521 kpc
mean free path at 10 PeV = 11.64 kpc
mean free path at 100 PeV = 54.53 kpc
a at 0.1 PeV = 11.223
low-energy formula at 0.1 PeV = 8.21e+04 kpc
a at 100 PeV = 0.01122
high-energy formula at 100 PeV = 56.81 kpc
zeta'(2)/zeta(2) = -0.56996
finished without a failed check
```
